# Tait's Column-Tilt Rule from a Shadowing Construction of Ballistic Fans

## Scale, reflection and the form of the answer

A vapour beam falls on a flat substrate at an angle $\alpha$ from the substrate normal, and the deposit grows as columns tilted by an angle $\beta$ from the same normal. Suppose that atoms travel in straight lines and stick where they land. Then no energy, temperature or diffusion length enters, and the deposition rate sets how fast the film grows but not its shape. What remains is geometry. The model neglects the size of an atom and keeps the spacing $D$ of the seeds from which columns start, and the size and shape of the column tips. Let a tip that no neighbour shadows be a circular arc with half-angle $\theta$ and width $W$ across the beam. Since $\beta$ has no dimension, it can depend on the lengths through their ratio only:

$$\beta=F(\alpha,\theta,W/D). \tag{1}$$

Magnifying the whole picture leaves the tilt unchanged.

Reflection in the substrate normal reverses both angles, so $F$ must be odd in $\alpha$, and $\beta=0$ at normal incidence. An isolated column whose tip is not cut off by the substrate has no direction to follow except that of the beam, so $\beta=\alpha$. For such tips, a difference between $\beta$ and $\alpha$ must come from shadowing by neighbours.

Tait's rule is

$$\beta=\alpha-\arcsin\frac{1-\cos\alpha}{2},\qquad 0<\alpha<90^\circ . \tag{2}$$

It contains neither $\theta$ nor $W/D$. In the two-dimensional construction used here the tilt depends on both, and (2) follows when they are given the fixed values stated below. This is one geometric route to the rule; others may exist.

## The free fan and the beam coordinates

Let $x$ run along the substrate and $z$ along its outward normal. The source lies on the side of positive $x$, and the unit vector towards it is $\mathbf u$. The unit vector across the beam is $\mathbf v$:

$$\mathbf u=(\sin\alpha,\cos\alpha),\qquad \mathbf v=(\cos\alpha,-\sin\alpha). \tag{3}$$

A point is written as $s\mathbf v+h\mathbf u$, where $s$ labels the ray through the point and $h$ measures how far the point reaches towards the source. Of two points on the same ray, the one with larger $h$ is hit first. The algebra may be read in atomic units, with lengths in bohr, but no physical constant appears and the equations hold in any unit of length.

The beam is taken as parallel and uniform, so equal intervals of $s$ receive equal flux. An unshadowed seed is assumed to grow a circular sector, called the free fan, with radius $r$ and half-angle $\theta<90^\circ$, symmetric about $\mathbf u$. Its tip has the width

$$W=2r\sin\theta . \tag{4}$$

For the seed at the origin the tip is the arc

$$h_0(s)=\sqrt{r^2-s^2},\qquad |s|\le W/2 . \tag{5}$$

The next seed on the source side sits at $(x,z)=(D,0)$. Projecting this vector on $\mathbf v$ and $\mathbf u$ gives its beam coordinates,

$$s=D\cos\alpha\equiv c,\qquad h=D\sin\alpha . \tag{6}$$

The neighbour's tip is the same arc, displaced by these amounts:

$$h_1(s)=D\sin\alpha+\sqrt{r^2-(s-c)^2},\qquad |s-c|\le W/2 . \tag{7}$$

## Which tip casts the shadow

The two tips compete for the same rays when $W>c$. The contested interval runs from the left end of the neighbour's tip to the right end of the central one:

$$c-W/2<s<W/2 . \tag{8}$$

Let $\Delta(s)=h_1(s)-h_0(s)$. Differentiating (5) and (7) gives

$$\frac{d\Delta}{ds}=\frac{s}{\sqrt{r^2-s^2}}-\frac{s-c}{\sqrt{r^2-(s-c)^2}} . \tag{9}$$

Both terms are values of the function $g(y)=y/\sqrt{r^2-y^2}$, whose derivative $r^2/(r^2-y^2)^{3/2}$ is positive. Since $s>s-c$, the right side of (9) is positive, and $\Delta$ is smallest at the left end of (8). There $(s-c)^2=W^2/4$, and by (4) $r^2-W^2/4=r^2\cos^2\theta$. Hence

$$\Delta_{\min}=D\sin\alpha+r\cos\theta-\sqrt{r^2-(c-W/2)^2}. \tag{10}$$

The first two terms together are positive, so $\Delta_{\min}>0$ is equivalent to the squared inequality

$$D^2\sin^2\alpha+2Dr\sin\alpha\cos\theta+r^2\cos^2\theta>r^2-c^2+cW-\frac{W^2}{4}. \tag{11}$$

On the left, replace $r^2\cos^2\theta$ by $r^2-W^2/4$; these terms then cancel against the same terms on the right. Move $-c^2=-D^2\cos^2\alpha$ to the left, where it completes $D^2\sin^2\alpha$ to $D^2$. With $cW=DW\cos\alpha$, division by $D$ leaves

$$D+2r\cos\theta\,\sin\alpha>W\cos\alpha . \tag{12}$$

For $W\le D$ this holds at every oblique angle, because then $W\cos\alpha<D$. The neighbour on the source side takes the whole contested interval.

More distant seeds do not alter this. One at distance $kD$ on the source side can reach only rays with $s>kc-W/2$, which the central tip has already lost. For seeds on the far side, the same argument with $D$ replaced by $kD$ shows that the central tip is ahead of them. The straight flanks of a fan lie behind its own arc along each ray, so they receive nothing. The central tip is therefore exposed on

$$-\frac W2<s<D\cos\alpha-\frac W2 . \tag{13}$$

As long as the tips compete, (12) holds and the exposed arc lies above the substrate, the width of this strip is $D\cos\alpha$, independent of $W$ and $\theta$; if the substrate cuts the arc, some rays reach the substrate and the strip is narrower. This is the flux share of one seed: a length $D$ of substrate presents the width $D\cos\alpha$ to the beam. Shadowing cuts the width over which a column collects atoms from $W$ to this share, and the part of the tip that it removes is the part on the source side. The midpoint of the strip is half the sum of its ends,

$$s_m=-\frac{W-D\cos\alpha}{2}. \tag{14}$$

The negative sign means a displacement along $-\mathbf v=(-\cos\alpha,\sin\alpha)$, away from the source side and upwards. This moves the growing part of the tip towards the substrate normal.

## From the exposed strip to the tilt

The column axis is defined as the line from the seed to the point where the middle ray of the strip lands. That point lies on the arc at distance $r$ from the seed, so its coordinates can be written as $s_m=-r\sin\delta$ and $h_m=r\cos\delta$, with

$$\sin\delta=\frac{W-D\cos\alpha}{2r}. \tag{15}$$

Returning to substrate coordinates with (3),

$$\begin{aligned}
x&=-r\sin\delta\cos\alpha+r\cos\delta\sin\alpha=r\sin(\alpha-\delta),\\
z&=r\sin\delta\sin\alpha+r\cos\delta\cos\alpha=r\cos(\alpha-\delta).
\end{aligned} \tag{16}$$

The axis makes the angle $\beta=\alpha-\delta$ with the normal. Equation (4) gives $1/(2r)=\sin\theta/W$, and (15) becomes

$$\sin(\alpha-\beta)=\sin\theta\left(1-\frac{D}{W}\cos\alpha\right),\qquad W\ge D\cos\alpha . \tag{17}$$

Condition (12) must hold as well. It does for every $W\le D$, but for $W>D$ it fails close to normal incidence, and (17) must not be used there. Equation (17) has the form required by (1). The right side lies between $0$ and $\sin\theta$, so $\delta$ lies between $0$ and $\theta$ and the principal value of the arcsine is the correct one. If $W<D\cos\alpha$, the tips do not compete, the whole arc is exposed, and $\beta=\alpha$. Equation (17) joins this case continuously at $W=D\cos\alpha$. Both results require the exposed arc to lie above the substrate. For narrow tips with $\alpha+\theta>90^\circ$ this can fail; the substrate then cuts off the lower part of the arc, and the tilt is smaller than these results give.

Two closures now lead to Tait's rule. The first sets $W=D$ at every incidence angle: the free tips have the width at which neighbours would just touch at normal incidence. Then

$$\sin(\alpha-\beta)=\sin\theta\,(1-\cos\alpha). \tag{18}$$

The second sets $r=D$. With $W=D$, equation (4) gives $\sin\theta=1/2$, so $\theta=30^\circ$; the seed and the two corners of its free tip form an equilateral triangle. Equation (18) then becomes (2). In this construction the factor $1/2$ in the rule is the sine of the assumed fan half-angle.

## Do the truncated columns fit together?

For $\alpha>60^\circ$ the right flank of a free fan with $\theta=30^\circ$ would point below the substrate. The free fan is a reference shape, and the column retains only the part between its seed and the exposed arc. Two conditions must hold for this part to make sense.

First, the exposed arc must lie above the substrate. With $r=W=D$, the direction to its right end makes the angle $\alpha+\arcsin(\cos\alpha-\tfrac12)$ with the normal. This is less than $90^\circ$ because $\cos\alpha-\tfrac12<\cos\alpha=\sin(90^\circ-\alpha)$. The left end lies at $\alpha-30^\circ$, also above the substrate.

Second, neighbouring columns must not overlap. Let $s_R=c-W/2$ be the right end of the central strip. The neighbouring column occupies $s\ge s_R$. If $s_R\ge0$, the central column occupies $s\le s_R$, and the two are separated by a ray. If $s_R<0$, both can occupy $s_R\le s\le0$. There the central column reaches at most $h=|s|\,h_0(s_R)/|s_R|$, while the neighbour lies above its left flank, $h=D\sin\alpha+(c+|s|)\cot\theta$. The gap between these lines is linear in $|s|$. It is positive at $s=0$, and at $s=s_R$ it equals $\Delta_{\min}$ of (10), which is positive. It is therefore positive throughout, and the columns do not overlap.

## Small angles and grazing incidence

For small $\alpha$ in radians, $(1-\cos\alpha)/2=\alpha^2/4-\alpha^4/48+\dots$. The cubic term of the arcsine first contributes at order $\alpha^6$, so

$$\beta=\alpha-\frac{\alpha^2}{4}+\frac{\alpha^4}{48}+O(\alpha^6),\qquad \alpha>0 . \tag{19}$$

The columns at first follow the beam. The even powers seem to conflict with the reflection symmetry found at the start, but (19) holds for a source on the positive side. For negative $\alpha$ the opposite neighbour casts the shadow, and the correction changes sign. The quadratic term for both signs is $-\alpha|\alpha|/4$, which is odd but not analytic at $\alpha=0$.

To find the slope, differentiate $\sin\delta=(1-\cos\alpha)/2$. This gives $\cos\delta\,d\delta/d\alpha=(\sin\alpha)/2$, and hence

$$\frac{d\beta}{d\alpha}=1-\frac{\sin\alpha}{2\cos(\alpha-\beta)} . \tag{20}$$

As $\alpha$ increases, $\sin\alpha$ rises and $\cos\delta$ falls, so the slope decreases steadily from 1. At grazing incidence $\sin\delta=1/2$ and $\cos\delta=\sqrt3/2$, which gives the limit $1-1/\sqrt3=0.4226$. The slope stays positive, so $\beta$ increases throughout and approaches $60^\circ$. In this limit the exposed strip shrinks to the left corner of the tip, and the axis approaches the left flank of the fan. For general $\theta$ with $W=D$, equation (18) gives the limiting tilt $90^\circ-\theta$. The ceiling of $60^\circ$ thus expresses the choice $\theta=30^\circ$.

The empirical tangent rule, $\tan\beta=\tfrac12\tan\alpha$, behaves differently at both ends: its initial slope is $1/2$, and its tilt tends to $90^\circ$ at grazing incidence. The two rules give the same tilt, $49.0^\circ$, at $\alpha=66.5^\circ$.

## Worked example

Take the round model parameters $D=100$ Å and $\alpha=70^\circ$, with Tait's closures $r=W=D$ and $\theta=30^\circ$. By (6), the source-side neighbour is displaced by 34.20 Å across the beam and by 93.97 Å towards the source. The exposed strip is therefore 34.20 Å wide, about one third of the free tip. Equation (14) gives

$$s_m=-\frac{100-34.20}{2}\ \text{Å}=-32.90\ \text{Å}, \tag{21}$$

a displacement of 62.17 bohr. Dividing its magnitude by $r=100$ Å gives $\sin\delta=0.3290$, so $\delta=19.21^\circ$ and

$$\beta=70^\circ-19.21^\circ=50.79^\circ . \tag{22}$$

The middle ray lands 77.49 Å along the substrate from the seed and 63.21 Å above it.

The strip can also be found without (13). Parallel rays were followed onto a row of such fans, and the first fan hit by each ray was recorded. For this example the count gives a strip 34.20 Å wide centred at $-32.90$ Å, and a tilt of $50.79^\circ$. The table gives the result at other angles, all in degrees.

| $\alpha$ | $\beta$, eq. (2) | $\beta$, traced | $\beta$, tangent rule |
|---:|---:|---:|---:|
| 30 | 26.16 | 26.16 | 16.10 |
| 60 | 45.52 | 45.52 | 40.89 |
| 70 | 50.79 | 50.79 | 53.95 |
| 85 | 57.84 | 57.84 | 80.08 |

The agreement of the middle columns confirms the geometry, not the closures, which both calculations share. At $85^\circ$ the two rules differ by $22^\circ$, so a measurement near grazing incidence separates them far better than one near $66^\circ$.

With Tait's closures the definition of the axis has a small effect, about $0.2^\circ$ at most; for wider fans it grows, to about $1^\circ$ at $\theta=60^\circ$. If the axis is drawn to the flux-averaged landing point instead of the middle one, the tilt is $50.68^\circ$. The average of $s$ over the strip is still $s_m$, but the arc is concave, so the average of $h$ is less than $h_m$. The averaged point therefore lies at a larger angle from the beam, and $\beta$ is smaller, here by $0.11^\circ$.

The closures matter much more. With $\alpha=70^\circ$ and $\theta=30^\circ$ held fixed, $W/D=0.8$ gives $\beta=53.37^\circ$ and $W/D=1.2$ gives $49.05^\circ$; condition (12) still holds in the second case. At $W/D=\cos70^\circ=0.342$ the tips just fail to compete, and (17) gives $70^\circ$. That value ignores the substrate, which at this incidence cuts off part of the exposed arc once $W/D$ is below about $0.41$, so it is a formal limit and not a tilt the model predicts; the middle ray of the cut arc gives $65.5^\circ$. With $W=D$ held fixed instead, $\theta=20^\circ$ gives $56.99^\circ$ and $\theta=40^\circ$ gives $44.98^\circ$. At this incidence a change of $10^\circ$ in the fan half-angle thus moves the tilt by about $6^\circ$; at $30^\circ$ the change is only about $1^\circ$, and at $85^\circ$ about $9^\circ$. Further values are in the numerical output.

## Where the construction stops

The construction treats a single generation of growth. The free fan is drawn to its full width and the shadow is then applied once. In a growing film, shadowing begins as soon as the tips are $D\cos\alpha$ wide, and the construction does not derive how the partly shadowed tips grow on from there. Neither $W=D$ nor $\theta=30^\circ$ has been derived from that history. Equation (17) shows what a dynamical theory would have to supply: the effective tip width relative to the spacing, and the fan angle.

Films evaporated at oblique incidence do form columns inclined towards the source, usually less than the beam itself. Their tilt also depends on the material, the substrate temperature and the background pressure, so no function of $\alpha$ alone can describe all of them. The spacing of 100 Å is a plausible scale for fine columns, but real spacings vary widely and often grow with film thickness; by (1) this leaves the model tilt unchanged if $\theta$ and $W/D$ stay fixed. A real deposit need not have a fan half-angle of $30^\circ$, and the variations above show the size of that effect within the model. Even straight flight with sticking on contact does not give this value. In two-dimensional aggregates of some thousands of sticky discs the fan half-angle is roughly $15^\circ$ to $18^\circ$ and the tip is more pointed than a circular arc. Films grown this way tilt by about $54^\circ$ at $\alpha=70^\circ$ and $63^\circ$ at $80^\circ$, above (2) and above its ceiling of $60^\circ$. Surface diffusion, which lets atoms move into shadowed regions, and shadowing in three dimensions lie outside the model, which gives no estimate of their effect. In sputtering, gas scattering and an extended target can spread the incidence angles widely, and a single $\alpha$ may then not characterise the flux.

For a well-collimated beam, (20) gives the effect of a small alignment error within the model and with Tait's closures. At $\alpha=70^\circ$ the slope is $1-0.9397/(2\times0.9443)=0.50$, so an error of $1^\circ$ in the incidence angle changes the predicted tilt by about $0.5^\circ$. The tangent rule gives about $1.5^\circ$ for the same error, so this figure belongs to the chosen rule and not to films in general. Equation (2) has fixed values of $\theta$ and $W/D$ built in, and a fan angle measured separately cannot be inserted into it. To choose an incidence angle for a desired tilt, it is safer to measure the tilt at several incidence angles for the intended material and deposition conditions, and to use (2) only if it fits those data.

## Values computed for the example and the checks

```
WORKED EXAMPLE (round model parameters)
seed spacing D = 100.0 angstrom
incidence alpha = 70.0 deg
fan half-angle theta = 30.0 deg
fan radius r = 100.0 angstrom
neighbour shift across beam = 34.20 angstrom
neighbour shift to source = 93.97 angstrom
exposed width, traced = 34.20 angstrom
midpoint s_m, traced = -32.90 angstrom
midpoint distance |s_m|, formula = 32.90 angstrom
the same distance = 62.17 bohr
alpha - beta, formula = 19.21 deg
beta, formula = 50.79 deg
beta, traced middle ray = 50.79 deg
beta, flux-averaged point = 50.68 deg
tip position along substrate = 77.49 angstrom
tip height above substrate = 63.21 angstrom
TABLE: alpha, Tait beta, traced beta, tangent-rule beta (deg)
  5    4.89    4.89    2.50
 15   14.02   14.02    7.63
 30   26.16   26.16   16.10
 45   36.58   36.58   26.57
 60   45.52   45.52   40.89
 70   50.79   50.79   53.95
 75   53.25   53.25   61.81
 80   55.60   55.60   70.57
 85   57.84   57.84   80.08
SENSITIVITY at alpha = 70 deg, theta = 30 deg: W/D, traced beta (deg)
0.342   70.00
0.800   53.37
1.000   50.79
1.200   49.05
SENSITIVITY at alpha = 70 deg, W = D: theta, formula beta (deg)
 20   56.99
 30   50.79
 40   44.98
LIMITS
series coefficients, powers 0 to 4 (radians): [0, 1, -1/4, 0, 1/48]
traced beta at alpha = 89.9 deg: 59.96 deg
slope d beta/d alpha at grazing = 0.4226
crossing with tangent rule: alpha = 66.52 deg
beta at the crossing = 49.01 deg
```
